# Davidson's correction vector from relaxing one coefficient at a time: a numerical check

```python
"""Davidson's correction from relaxing one coefficient at a time.

Result under test: for a symmetric matrix H, a unit vector c, its mean energy
theta = c.H.c and residual r = H c - theta c, changing coefficient i alone makes
the Rayleigh quotient stationary at r_i / (theta - H_ii) to first order in r_i.
If c is one basis vector, these numbers are the first-order perturbation
coefficients for H0 = diagonal of H. For general c, first-order theory with
H0 = theta c c^T + Q diag(H) Q, Q = 1 - c c^T, has an extra projection term.
Energies are in eV; vectors have no unit.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf
from pyscf.fci import direct_spin1

HARTREE_EV = constants.value("Hartree energy in eV")


def rayleigh(H, x):
    return x @ H @ x / (x @ x)


def residual(H, c):
    theta = rayleigh(H, c)
    return theta, H @ c - theta * c


def relax_formula(H, c, i):
    """Simple and exact change of coefficient i from the derived formulas."""
    theta, r = residual(H, c)
    simple = r[i] / (theta - H[i, i])
    root = np.sqrt(1 + 4 * simple * (c[i] + simple))
    return simple, 2 * simple / (1 + root)


def relax_direct(H, c, i, level=0):
    """Stationary change of coefficient i by diagonalizing in span{c, e_i}."""
    B = np.column_stack([c, np.eye(len(c))[i]])
    values, vectors = eigh(B.T @ H @ B, B.T @ B)
    return vectors[1, level] / vectors[0, level], values[level]


def davidson_vector(H, c, theta, r):
    gap = theta - np.diag(H)
    t = np.zeros_like(r)
    usable = np.abs(gap) > 1e-8   # the start vector has 0/0 in one component
    t[usable] = r[usable] / gap[usable]
    return t


def bare_residual(H, c, theta, r):
    return r.copy()


def projected_vector(H, c, theta, r):
    """Solve Q (diag(H) - theta) t = -r with c.t = 0 as a bordered system."""
    n = len(c)
    A = np.zeros((n + 1, n + 1))
    A[:n, :n] = np.diag(np.diag(H) - theta)
    A[:n, n] = c
    A[n, :n] = c
    return np.linalg.solve(A, np.append(-r, 0.0))[:n]


def subspace_solver(H, start, correction, tolerance):
    """Lowest eigenpair; returns (theta, c, r) for every pass."""
    V = start[:, None].copy()
    history = []
    for _ in range(len(start)):
        _, s = eigh(V.T @ H @ V)
        c = V @ s[:, 0]
        c /= np.linalg.norm(c)
        if c @ start < 0:
            c = -c
        theta, r = residual(H, c)
        history.append((theta, c, r))
        if np.linalg.norm(r) < tolerance:
            return history
        t = correction(H, c, theta, r)
        for _ in range(2):
            t = t - V @ (V.T @ t)
            t /= np.linalg.norm(t)
        V = np.column_stack([V, t])
    raise RuntimeError("subspace solver did not converge")


def perturbation_derivatives(H0, H, c, step=1e-3):
    """First-order vector and second-order energy by finite differences."""
    def follow(strength):
        values, vectors = eigh(H0 + strength * (H - H0))
        k = np.argmax(np.abs(c @ vectors))
        return values[k], vectors[:, k] / (c @ vectors[:, k])
    (ep, xp), (e0, _), (em, xm) = follow(step), follow(0.0), follow(-step)
    return (xp - xm) / (2 * step), (ep + em - 2 * e0) / (2 * step**2)


def projected_formula(H, c):
    theta, r = residual(H, c)
    gap = theta - np.diag(H)
    eps = (c @ (r / gap)) / (c @ (c / gap))
    return (r - eps * c) / gap, eps


def check_perturbation_links(H, start, general):
    """Test the link for a basis vector and for a general trial vector."""
    theta, r = residual(H, start)
    t = davidson_vector(H, start, theta, r)
    first, second = perturbation_derivatives(np.diag(np.diag(H)), H, start)
    assert np.allclose(first, t, atol=1e-5)
    assert abs(second - r @ t) < 1e-5
    theta, r = residual(H, general)
    Q = np.eye(len(general)) - np.outer(general, general)
    H0 = theta * np.outer(general, general) + Q @ np.diag(np.diag(H)) @ Q
    first, second = perturbation_derivatives(H0, H, general)
    t, eps = projected_formula(H, general)
    assert np.allclose(first, t, atol=1e-5)
    assert abs(second - r @ t) < 1e-5
    # the plain Davidson vector must differ visibly from first-order theory here
    plain = davidson_vector(H, general, theta, r)
    assert np.linalg.norm(plain - first) > 1e-3 * np.linalg.norm(first)


def show(v):
    return " ".join(f"{x:9.5f}" for x in np.round(v, 5) + 0.0)


# Random matrix: exact one-coefficient root, minimum or maximum, energy changes
rng = np.random.default_rng(7)
noise = rng.normal(size=(8, 8))
R = np.diag(np.arange(8.0)) + 0.15 * (noise + noise.T)
c = rng.normal(size=8)
c /= np.linalg.norm(c)
theta, r = residual(R, c)
above = np.diag(R) > theta
assert above.any() and not above.all()
for i in range(8):
    simple, exact = relax_formula(R, c, i)
    direct, _ = relax_direct(R, c, i, level=0 if above[i] else 1)
    assert np.isclose(exact, direct, rtol=1e-7, atol=1e-10)
    moved = c + simple * np.eye(8)[i]
    change = r[i]**2 / (theta - R[i, i]) / (1 + 2 * simple * c[i] + simple**2)
    assert np.isclose(rayleigh(R, moved) - theta, change, atol=1e-10)
t = davidson_vector(R, c, theta, r)
off = R - np.diag(np.diag(R))
full_change = (r @ t + t @ off @ t) / ((c + t) @ (c + t))
assert np.isclose(rayleigh(R, c + t) - theta, full_change, atol=1e-9)
# using the whole matrix in place of its diagonal returns the old vector
assert np.allclose(np.linalg.solve(R - theta * np.eye(8), -r), -c, atol=1e-8)

# Three-state model
M = np.array([[0.0, 1.0, 0.5], [1.0, 4.0, 1.0], [0.5, 1.0, 6.0]])
e0 = np.eye(3)[0]
model = subspace_solver(M, e0, davidson_vector, 1e-10)
model_exact, model_vectors = eigh(M)
assert len(model) == 3 and abs(model[-1][0] - model_exact[0]) < 1e-10
check_perturbation_links(M, e0, model[1][1])


def simple_error(H, c, i):
    return relax_direct(H, c, i)[0] - relax_formula(H, c, i)[0]


def near_ground(s):
    x = model_vectors[:, 0] + s * np.array([0.0, 1.0, -1.0])
    return x / np.linalg.norm(x)


diagM = np.diag(np.diag(M))
ratio_general = (simple_error(M, near_ground(1e-4), 1)
                 / simple_error(M, near_ground(5e-5), 1))
ratio_empty = (simple_error(diagM + 0.10 * (M - diagM), e0, 1)
               / simple_error(diagM + 0.05 * (M - diagM), e0, 1))
assert abs(ratio_general - 4) < 0.05   # second-order error
assert abs(ratio_empty - 8) < 0.05     # third-order error if c_i = 0

print("THREE-STATE MODEL (energies in eV, vectors without unit)")
for row in M:
    print("matrix row [eV]:", show(row))
for k, (theta, c, r) in enumerate(model[:2], 1):
    t = davidson_vector(M, c, theta, r)
    print(f"pass {k}: theta = {theta:.6f} eV; c =", show(c))
    print("  residual r [eV]:", show(r))
    print("  theta - H_ii [eV]:", show(theta - np.diag(M)))
    print("  Davidson vector t:", show(t))
    print(f"  r.t = {r @ t:.6f} eV; full step c+t changes energy by "
          f"{rayleigh(M, c + t) - theta:.6f} eV")
    for i in (1, 2):
        simple, exact = relax_formula(M, c, i)
        direct, best = relax_direct(M, c, i)
        assert abs(exact - direct) < 1e-9
        drop = rayleigh(M, c + simple * np.eye(3)[i]) - theta
        print(f"  state {i + 1} alone: simple {simple:.6f}, exact {exact:.6f}; "
              f"energy change {drop:.6f}, best {best - theta:.6f} eV")
projected, eps = projected_formula(M, model[1][1])
print(f"pass 2 first-order vector: {show(projected)}; epsilon = {eps:.6f} eV")
print(f"pass 3: theta = {model[2][0]:.6f} eV; exact = {model_exact[0]:.6f} eV")
print(f"error ratio on halving: c_i nonzero {ratio_general:.3f}, "
      f"c_i zero {ratio_empty:.3f}")

# Strongly coupled upper states: the full simultaneous step overshoots
S = np.full((4, 4), 3.0)
S[0, :] = S[:, 0] = 1.0
np.fill_diagonal(S, [0.0, 4.0, 4.0, 4.0])
start = np.eye(4)[0]
theta, r = residual(S, start)
t = davidson_vector(S, start, theta, r)
full_energy = rayleigh(S, start + t)
ritz_energy = subspace_solver(S, start, davidson_vector, 1e-10)[1][0]
assert full_energy > theta > ritz_energy
assert abs(ritz_energy - eigh(S, eigvals_only=True)[0]) < 1e-10
print("FOUR-STATE MODEL: diagonal 0,4,4,4; coupling to state 1: "
      f"{S[0, 1]:.1f}; among upper states: {S[1, 2]:.1f} eV")
print(f"start {theta:.6f}, full step {full_energy:.6f}, "
      f"subspace step = exact {ritz_energy:.6f} eV")

# LiH: full configuration-interaction matrix in a minimal basis
bond = 1.60
mol = gto.M(atom=[("Li", (0, 0, 0)), ("H", (0, 0, bond))],
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
C = mf.mo_coeff
norb = C.shape[1]
nelec = (2, 2)
h1 = C.T @ mf.get_hcore() @ C
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                C, C, C, C, optimize=True)
h2 = direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
strings = norb * (norb - 1) // 2
size = strings**2
H = np.array([direct_spin1.contract_2e(h2, unit.reshape(strings, strings).copy(),
                                       norb, nelec).ravel()
              for unit in np.eye(size)])
assert np.allclose(H, H.T, atol=1e-10)
H = HARTREE_EV * (0.5 * (H + H.T) + mol.energy_nuc() * np.eye(size))
hf = np.eye(size)[0]
assert abs(H[0, 0] - mf.e_tot * HARTREE_EV) < 1e-6
assert np.argmin(np.diag(H)) == 0
values, vectors = eigh(H)
exact_energy, ground = values[0], vectors[:, 0]

tolerance = 1e-5
runs = {name: subspace_solver(H, hf, rule, tolerance) for name, rule in
        [("Davidson vector", davidson_vector),
         ("bare residual", bare_residual),
         ("projected first-order vector", projected_vector)]}
for run in runs.values():
    assert abs(run[-1][0] - exact_energy) < 1e-7
    assert all(b[0] < a[0] + 1e-10 for a, b in zip(run, run[1:]))
main = runs["Davidson vector"]
assert len(main) < len(runs["bare residual"])
for theta, c, r in main[1:]:
    assert theta < np.diag(H).min() and abs(r[0]) < 1e-9
    assert r @ davidson_vector(H, c, theta, r) < 0
check_perturbation_links(H, hf, main[1][1])

theta, c, r = main[0]
t = davidson_vector(H, c, theta, r)
big = np.argmax(np.abs(t))
print(f"LiH, FCI/STO-3G, bond {bond:.2f} angstrom, {size} determinants")
print(f"Hartree-Fock energy: {theta:.6f} eV")
print(f"exact FCI energy: {exact_energy:.6f} eV = "
      f"{exact_energy / HARTREE_EV:.8f} hartree")
print(f"correlation energy: {exact_energy - theta:.6f} eV")
print(f"second-order energy r.t: {r @ t:.6f} eV")
print(f"energy change after first subspace step: {main[1][0] - theta:.6f} eV")
print(f"largest first correction: r_i = {r[big]:.6f} eV, "
      f"theta - H_ii = {theta - H[big, big]:.6f} eV")
print(f"  t_i = {t[big]:.6f}; exact coefficient ratio = "
      f"{ground[big] / ground[0]:.6f}")
print("Davidson pass, energy error [eV], residual norm [eV]")
for k, (theta, c, r) in enumerate(main[:12], 1):
    print(f"{k:3d}  {theta - exact_energy:.3e}  {np.linalg.norm(r):.3e}")
print(f"passes to residual norm below {tolerance:.0e} eV:")
for name, run in runs.items():
    print(f"  {name}: {len(run)}")
print("all tests passed")
```

Running it gives:

```
THREE-STATE MODEL (energies in eV, vectors without unit)
matrix row [eV]:   0.00000   1.00000   0.50000
matrix row [eV]:   1.00000   4.00000   1.00000
matrix row [eV]:   0.50000   1.00000   6.00000
pass 1: theta = 0.000000 eV; c =   1.00000   0.00000   0.00000
  residual r [eV]:   0.00000   1.00000   0.50000
  theta - H_ii [eV]:   0.00000  -4.00000  -6.00000
  Davidson vector t:   0.00000  -0.25000  -0.08333
  r.t = -0.291667 eV; full step c+t changes energy by -0.233766 eV
  state 2 alone: simple -0.250000, exact -0.236068; energy change -0.235294, best -0.236068 eV
  state 3 alone: simple -0.083333, exact -0.082763; energy change -0.041379, best -0.041381 eV
pass 2: theta = -0.242915 eV; c =   0.97675  -0.20337  -0.06779
  residual r [eV]:   0.00000   0.04607  -0.13821
  theta - H_ii [eV]:  -0.24292  -4.24292  -6.24292
  Davidson vector t:   0.00000  -0.01086   0.02214
  r.t = -0.003560 eV; full step c+t changes energy by -0.004033 eV
  state 2 alone: simple -0.010858, exact -0.010833; energy change -0.000498, best -0.000498 eV
  state 3 alone: simple 0.022138, exact 0.022161; energy change -0.003067, best -0.003067 eV
pass 2 first-order vector:  -0.00072  -0.01085   0.02214; epsilon = -0.000180 eV
pass 3: theta = -0.247096 eV; exact = -0.247096 eV
error ratio on halving: c_i nonzero 4.000, c_i zero 7.993
FOUR-STATE MODEL: diagonal 0,4,4,4; coupling to state 1: 1.0; among upper states: 3.0 eV
start 0.000000, full step 0.315789, subspace step = exact -0.291503 eV
LiH, FCI/STO-3G, bond 1.60 angstrom, 225 determinants
Hartree-Fock energy: -213.932239 eV
exact FCI energy: -214.488973 eV = -7.88232438 hartree
correlation energy: -0.556734 eV
second-order energy r.t: -0.552267 eV
energy change after first subspace step: -0.540685 eV
largest first correction: r_i = 3.372211 eV, theta - H_ii = -28.287098 eV
  t_i = -0.119214; exact coefficient ratio = -0.115462
Davidson pass, energy error [eV], residual norm [eV]
  1  5.567e-01  3.848e+00
  2  1.605e-02  3.734e-01
  3  3.366e-03  2.478e-01
  4  1.272e-04  6.413e-02
  5  1.573e-06  7.944e-03
  6  1.315e-08  9.674e-04
  7  8.470e-11  8.925e-05
  8  9.095e-13  7.662e-06
passes to residual norm below 1e-05 eV:
  Davidson vector: 8
  bare residual: 22
  projected first-order vector: 8
all tests passed
```
